# The Pauli Reference Field of a 7 K Superconductor: a numerical check

```python
"""
Result under test: the weak-coupling Pauli field of a singlet superconductor,
    B_P = Delta0 / (sqrt(2) mu_B),   Delta0 = pi exp(-gamma) k Tc,
which is about 1.86 T/K times Tc, hence 13 T for Tc = 7 K.
Symbols: Tc zero-field transition temperature; Delta0 gap at T = 0;
h = mu_B B spin energy (g = 2); xi band energy from the Fermi level;
beta half of the valley spin splitting; N0 density of states per spin.
Also sized: temperature, Ising spin-orbit coupling, non-uniform pairing
and the orbital effect of the field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import digamma

MEV = 1e-3 * const.e
k_mev = const.k / MEV
mu_b_mev = const.physical_constants["Bohr magneton"][0] / MEV
flux_quantum = const.h / (2 * const.e)

# ---- Gap ratio from the two weak-coupling equations (cutoff = 1) ----
ratio_formula = np.pi * np.exp(-np.euler_gamma)
inverse_coupling = 5.0
gap_numeric = 1 / np.sinh(inverse_coupling)


def tc_integral(temperature):
    top = 1 / (2 * temperature)
    middle = min(5.0, top)
    low = quad(lambda x: np.tanh(x) / x, 0, middle)[0]
    high = quad(lambda x: np.tanh(x) / x, middle, top, limit=200)[0]
    return low + high


tc_numeric = brentq(lambda t: tc_integral(t) - inverse_coupling, 1e-3, 0.1)
ratio_numeric = gap_numeric / tc_numeric
assert abs(ratio_numeric / ratio_formula - 1) < 1e-3

# ---- Ground-state energies from 2x2 pairing matrices (Delta0 = N0 = 1) ----
cutoff = 40.0
n_grid = 32000
step = 2 * cutoff / n_grid
xi_grid = -cutoff + (np.arange(n_grid) + 0.5) * step
inv_lambda = np.arcsinh(cutoff)


def ground_energy(gap, h):
    matrices = np.zeros((n_grid, 2, 2))
    matrices[:, 0, 0] = xi_grid - h
    matrices[:, 1, 1] = -xi_grid - h
    matrices[:, 0, 1] = matrices[:, 1, 0] = gap
    levels = np.linalg.eigvalsh(matrices)
    filled = np.minimum(levels, 0).sum(axis=1)
    return np.sum(xi_grid + h + filled) * step + gap**2 * inv_lambda


normal_zero = ground_energy(0.0, 0.0)
condensation = ground_energy(1.0, 0.0) - normal_zero
h_probe = 0.6
normal_gain = ground_energy(0.0, h_probe) - normal_zero
paired_gain = ground_energy(1.0, h_probe) - ground_energy(1.0, 0.0)
assert abs(condensation + 0.5) < 1e-3
assert abs(normal_gain + h_probe**2) < 1e-3
assert abs(paired_gain) < 1e-6
crossing = brentq(
    lambda h: ground_energy(1.0, h) - ground_energy(0.0, h), 0.5, 0.9,
    xtol=1e-6)
assert abs(crossing - 1 / np.sqrt(2)) < 1e-3

# The global minimum jumps from the full gap to zero gap.
gap_scan = np.linspace(0, 1.3, 27)
best_below = gap_scan[np.argmin([ground_energy(g, 0.700) for g in gap_scan])]
best_above = gap_scan[np.argmin([ground_energy(g, 0.715) for g in gap_scan])]
assert abs(best_below - 1) < 1e-9 and best_above == 0
# The normal state is locally stable above h = Delta0/2, unstable below.
small_gap = 0.1
assert ground_energy(small_gap, 0.55) > ground_energy(0.0, 0.55)
assert ground_energy(small_gap, 0.45) < ground_energy(0.0, 0.45)

# ---- Free energy with valley spin splitting, from 4x4 matrices ----
wide = 400.0
n_wide = 16000
step_wide = 2 * wide / n_wide
xi_wide = -wide + (np.arange(n_wide) + 0.5) * step_wide
sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
sigma_z = np.diag([1.0, -1.0])
singlet = np.array([[0.0, 1.0], [-1.0, 0.0]])


def band_free_energy(gap, h, beta, temperature):
    """Quasiparticle part of the free energy, without the pairing term."""
    constant = np.zeros((4, 4))
    constant[:2, :2] = beta * sigma_z + h * sigma_x
    constant[2:, 2:] = beta * sigma_z - h * sigma_x
    constant[:2, 2:] = gap * singlet
    constant[2:, :2] = gap * singlet.T
    kinetic = np.diag([1.0, 1.0, -1.0, -1.0])
    levels = np.linalg.eigvalsh(xi_wide[:, None, None] * kinetic + constant)
    x = levels / (2 * temperature)
    return -0.5 * temperature * np.logaddexp(x, -x).sum() * step_wide


def pair_kernel(h, beta, temperature):
    d = 0.02 * temperature
    change = (band_free_energy(d, h, beta, temperature)
              - band_free_energy(0.0, h, beta, temperature))
    return -change / d**2


def pair_breaking(h, beta, kt):
    rho = np.hypot(h, beta)
    psi = digamma(0.5 + 1j * rho / (2 * np.pi * kt)).real
    return h**2 / rho**2 * (psi - digamma(0.5))


kernel_zero = pair_kernel(0.0, 0.0, 1.0)
kernel_errors = []
for h_test, beta_test in [(1.0, 0.0), (1.5, 4.0), (3.0, 8.0)]:
    direct = kernel_zero - pair_kernel(h_test, beta_test, 1.0)
    kernel_errors.append(abs(direct - pair_breaking(h_test, beta_test, 1.0)))
# The finite band cutoff leaves errors of order (rho/cutoff)^2.
assert max(kernel_errors) < 1e-3

# ---- Worked example: inputs ----
tc = 7.0
t_work = 4.2
splittings = [3.0, 6.0, 12.0]
coherence = 8e-9
thickness = 0.6e-9

gap_mev = ratio_formula * k_mev * tc
slope = ratio_formula * k_mev / (np.sqrt(2) * mu_b_mev)
b_pauli = slope * tc
b_rounded = round(slope, 2) * tc
# Field from the numerically solved gap ratio and energy crossing.
b_numeric = crossing * ratio_numeric * k_mev * tc / mu_b_mev
assert abs(b_numeric / b_pauli - 1) < 2e-3
assert round(slope, 2) == 1.86
assert round(b_pauli) == 13 and round(b_rounded) == 13


def instability_field(beta):
    kt = k_mev * t_work
    h = brentq(lambda y: pair_breaking(y, beta, kt) - np.log(tc / t_work),
               1e-5, 50.0)
    return h / mu_b_mev


b_warm = instability_field(0.0)
b_ising = [instability_field(s / 2) for s in splittings]
assert b_warm < b_pauli
assert b_warm < b_ising[0] < b_ising[1] < b_ising[2]

# Without splitting the transition at t_work is continuous: just above the
# instability field no finite gap has a lower free energy (kT = 1 here).
h_above = 1.02 * b_warm * mu_b_mev / (k_mev * t_work)
inv_lambda_t = pair_kernel(0.0, 0.0, tc / t_work)
free_normal = band_free_energy(0.0, h_above, 0.0, 1.0)
for gap_test in np.linspace(0.2, 3.2, 16):
    free_paired = (band_free_energy(gap_test, h_above, 0.0, 1.0)
                   + inv_lambda_t * gap_test**2)
    assert free_paired > free_normal

# ---- Non-uniform pairing in a clean circular 2D metal at T = 0 ----
def nonuniform_ratio(a):
    """h/Delta0 at the instability for reduced pair momentum a."""
    def integrand(phi):
        return np.log(abs(1 - a * np.cos(phi)))
    edge = np.arccos(1 / a) if a > 1 else 0.0
    total = quad(integrand, edge, np.pi, limit=200)[0]
    if edge > 0:
        total += quad(integrand, 0, edge, limit=200)[0]
    return 0.5 * np.exp(-total / np.pi)


momenta = np.linspace(0, 2, 21)
ratios = np.array([nonuniform_ratio(a) for a in momenta])
best = int(np.argmax(ratios))
assert abs(momenta[best] - 1) < 1e-9
assert abs(ratios[best] - 1) < 1e-4
b_nonuniform = ratios[best] * gap_mev / mu_b_mev

# ---- Orbital fields, tested on the Ginzburg-Landau operator ----
b_inplane = np.sqrt(3) * flux_quantum / (np.pi * coherence * thickness)
b_perp = flux_quantum / (2 * np.pi * coherence**2)


def lowest_gl_eigenvalue(field, width, n=400):
    """Lowest eigenvalue times coherence^2, zero slope at both edges."""
    dz = width / coherence / n
    z = (np.arange(n) + 0.5) * dz - width / coherence / 2
    strength = 2 * np.pi * field * coherence**2 / flux_quantum
    diagonal = 2 / dz**2 + (strength * z)**2
    diagonal[0] -= 1 / dz**2
    diagonal[-1] -= 1 / dz**2
    off = -np.ones(n - 1) / dz**2
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


assert abs(lowest_gl_eigenvalue(b_inplane, thickness) - 1) < 0.01
assert abs(lowest_gl_eigenvalue(b_perp, 12 * coherence) - 1) < 0.01
assert b_perp < b_pauli < b_inplane

# ---- Printed numbers ----
print(f"Transition temperature Tc: {tc:.1f} K")
print(f"k Tc: {k_mev * tc:.4f} meV")
print(f"Bohr magneton: {mu_b_mev:.5f} meV/T")
print(f"k / Bohr magneton: {k_mev / mu_b_mev:.4f} T/K")
print(f"Gap ratio Delta0/(k Tc), formula: {ratio_formula:.4f}")
print(f"Gap ratio, gap and Tc equations solved: {ratio_numeric:.4f}")
print(f"Gap Delta0: {gap_mev:.4f} meV")
print(f"Condensation energy / (N0 Delta0^2): {condensation:.4f}")
print(f"Normal spin gain / (N0 h^2): {normal_gain / h_probe**2:.4f}")
print(f"Energy crossing h/Delta0, numerical: {crossing:.4f}")
print(f"1/sqrt(2): {1 / np.sqrt(2):.4f}")
print(f"Pauli slope: {slope:.4f} T/K")
print(f"Pauli field, unrounded slope: {b_pauli:.3f} T")
print(f"Pauli field, slope rounded to 1.86 T/K: {b_rounded:.2f} T")
print(f"Pauli field, fully numerical road: {b_numeric:.2f} T")
print(f"Spin energy h at the Pauli field: {mu_b_mev * b_pauli:.4f} meV")
print(f"Spin splitting 2h at the Pauli field: {2*mu_b_mev*b_pauli:.4f} meV")
print(f"Working temperature: {t_work:.1f} K")
print(f"Critical field there, no spin-orbit coupling: {b_warm:.2f} T")
for s, b in zip(splittings, b_ising):
    print(f"Instability field there, splitting {s:.0f} meV: {b:.1f} T")
print(f"Largest error of pair-breaking formula: {max(kernel_errors):.1e}")
print(f"Non-uniform pairing, best h/Delta0: {ratios[best]:.4f}")
print(f"Non-uniform pairing field, clean 2D, T = 0: {b_nonuniform:.2f} T")
print(f"Coherence length: {coherence * 1e9:.1f} nm")
print(f"Layer thickness: {thickness * 1e9:.1f} nm")
print(f"Orbital field scale, in plane: {b_inplane:.0f} T")
print(f"Orbital field scale, perpendicular: {b_perp:.2f} T")
print("success")
```

Printed output:

```
Transition temperature Tc: 7.0 K
k Tc: 0.6032 meV
Bohr magneton: 0.05788 meV/T
k / Bohr magneton: 1.4887 T/K
Gap ratio Delta0/(k Tc), formula: 1.7639
Gap ratio, gap and Tc equations solved: 1.7640
Gap Delta0: 1.0640 meV
Condensation energy / (N0 Delta0^2): -0.4999
Normal spin gain / (N0 h^2): -1.0000
Energy crossing h/Delta0, numerical: 0.7071
1/sqrt(2): 0.7071
Pauli slope: 1.8568 T/K
Pauli field, unrounded slope: 12.998 T
Pauli field, slope rounded to 1.86 T/K: 13.02 T
Pauli field, fully numerical road: 13.00 T
Spin energy h at the Pauli field: 0.7524 meV
Spin splitting 2h at the Pauli field: 1.5047 meV
Working temperature: 4.2 K
Critical field there, no spin-orbit coupling: 11.02 T
Instability field there, splitting 3 meV: 17.4 T
Instability field there, splitting 6 meV: 27.4 T
Instability field there, splitting 12 meV: 46.8 T
Largest error of pair-breaking formula: 1.9e-04
Non-uniform pairing, best h/Delta0: 1.0000
Non-uniform pairing field, clean 2D, T = 0: 18.38 T
Coherence length: 8.0 nm
Layer thickness: 0.6 nm
Orbital field scale, in plane: 238 T
Orbital field scale, perpendicular: 5.14 T
success
```
